# Why a positive gate pulse speeds recovery after negative-bias illumination

**Q:** I hold an amorphous-oxide transistor at negative gate bias under light, and its threshold moves to negative voltage. In the dark the shift persists. A brief positive gate pulse then removes part of it. Does the voltage act on the defects themselves?

**A:** It need not. Suppose the light has left positively charged centres in the film. Each must capture electrons to become neutral, and a positive gate draws electrons in from the source and drain. The question is how the capture rate depends on the number of electrons present.

Take one centre with capture cross-section $\sigma$. An electron of speed $v$ sweeps out a volume $\sigma v$ per unit time, so at local electron density $n$ the centre is met at the rate $\sigma v n$. If a meeting succeeds only when the lattice supplies a barrier energy $E_b$, the capture rate per centre is

$$c\,n,\qquad c=\sigma v\,e^{-E_b/k_BT}.$$

Electrons that arrive independently add their rates, which is why $n$ enters to the first power. With $N$ ionized centres per unit volume,

$$\frac{\partial N}{\partial t}=-c\,n(x,t)\,N .$$

Here $x$ is the depth measured from the gate insulator. I assume that the light is off, that neutral centres are not ionized again, and that the contacts replace captured electrons. The last is reasonable: filling a 10 µm channel of mobility 10 cm²/Vs at 10 V takes about $L^2/(\mu V)=10$ ns.

**Q:** Is the first power more than an assumption?

**A:** It can be tested without writing a rate law. Let electrons hop at random on a cubic lattice, captured with probability 0.05 whenever they land on an ionized centre, and replace each captured electron. For 0.0025, 0.01 and 0.04 electrons per site, the capture rate per centre and step, divided by the electron density, came out as 0.0494, 0.0486 and 0.0479. The density changed sixteenfold and the quotient by 3%. The small deficit from 0.05 is of a size that counting noise and repeated visits to the same site could produce; I have not separated the two.

**Q:** My pulse has edges, so $n$ changes with time. What then?

**A:** Divide the rate equation by $N$. The left side becomes $\partial\ln N/\partial t$, and integration at fixed $x$ gives

$$N(x,t)=N(x,0)\exp\left[-c\int_0^t n(x,t')\,dt'\right].$$

What counts is the exposure, the time integral of the local electron density. The pulse leaves $c$ alone and increases the exposure gathered per second.

**Q:** An oxygen vacancy that has lost both its electrons would have charge $+2$ and need two electrons. Shouldn't the rate go as $n^2$?

**A:** It can. Let $N_2$ and $N_1$ be the densities of doubly and singly charged centres, $c_1$ and $c_2$ the coefficients of the first and second captures, and $e_1$ the rate at which a singly charged centre loses its electron again:

$$\dot N_2=-c_1nN_2+e_1N_1,\qquad \dot N_1=c_1nN_2-(e_1+c_2n)N_1 .$$

If $c_1n\ll e_1+c_2n$, the intermediate state empties much faster than it fills and stays nearly steady, so $N_1=c_1nN_2/(e_1+c_2n)$. Insert this in the first equation:

$$\dot N_2=-c_1n\left(1-\frac{e_1}{e_1+c_2n}\right)N_2=-kN_2,\qquad k=\frac{c_1n\,c_2n}{e_1+c_2n}.$$

The local power of $n$ is

$$\frac{d\ln k}{d\ln n}=2-\frac{c_2n}{e_1+c_2n}=1+\frac{e_1}{e_1+c_2n}.$$

The slow eigenvalue of the two-equation system, with $c_1/c_2=10^{-4}$, has slopes 1.990, 1.500 and 1.010 at $c_2n/e_1=0.01$, 1 and 100. In this regime proportionality therefore requires $c_2n\gg e_1$: the second electron must arrive before the first escapes. Together the two conditions mean $c_1\ll c_2$, so the first capture must be much the slower one. That is an assumption about the lattice barriers, since charge alone would favour the first capture. Then $k=c_1n$, so $c=c_1$, and nearly all ionized centres carry charge $Z=2$. The opposite case, $c_1\gg c_2$, lies outside this derivation but also gives a rate linear in $n$ once $c_1n\gg e_1$: then $k\approx c_2n$ and the persistent centres carry charge 1. I assume $c_1\ll c_2$ from here on.

**Q:** How many electrons does the gate bring in? The ionized centres must attract some too.

**A:** They do, and this limits the benefit of the pulse. Define $u=(E_F-E_C)/q$, the Fermi level relative to the conduction edge, in volts. The grounded contacts fix $E_F$, while $E_C$ falls as the electrostatic potential rises, so $u$ equals that potential up to a constant. The charge density is $q(ZN-n)$, and Poisson's equation reads

$$\varepsilon u''=q(n-ZN).$$

Integrate from the insulator, $x=0$, to the back surface, $x=d$, where I take the field to be zero:

$$-\varepsilon u'(0)=q(n_s-ZN_s),$$

where $n_s$ and $N_s$ are densities per unit area. Let the gate work function equal the electron affinity of the film. The voltage across the insulator is then $V_G-u_s$, with $u_s=u(0)$. Continuity of displacement gives $C_i(V_G-u_s)=-\varepsilon u'(0)$, hence

$$q\,n_s=C_i(V_G-u_s)+qZN_s .$$

The first term is what the gate induces. The second consists of electrons that balance the ionized centres, and it is present even at $V_G=0$.

Comparing the film with and without centres at the same $n_s$ also gives the threshold shift:

$$\Delta V_{\rm th}=-\frac{qZN_s}{C_i}+\Delta u_s .$$

The last term is the change of surface potential, usually a small correction when the centres lie near the insulator.

**Q:** Put numbers in. My films are tens of nanometres thick.

**A:** Take a 30 nm film on 100 nm of silicon dioxide at 300 K, with $C_i=34.5$ nF/cm², relative permittivity 10 and effective mass 0.34 $m_e$. Let the centre density start at $4\times10^{17}$ cm⁻³ at the insulator and decay with a length of 5 nm. That profile is an assumption; negative bias pulling photogenerated holes towards the insulator is a plausible reason for it. Then $N_s=1.995\times10^{11}$ cm⁻² and

$$-\frac{qZN_s}{C_i}=-\frac{(1.602\times10^{-19})(2)(1.995\times10^{11})}{34.53\times10^{-9}}\ \mathrm{V}=-1.85\ \mathrm{V}.$$

Solving Poisson's equation at $n_s=10^{12}$ cm⁻² gives $-1.86$ V, so the surface-potential term is about $-0.01$ V.

I choose $c=3\times10^{-20}$ cm³/s. With $\sigma=10^{-15}$ cm² and the thermal speed, this corresponds to a barrier of 0.70 eV.

For the whole film, integrate the local law over depth:

$$-\frac{dN_s}{dt}=c\int_0^d nN\,dx=c\langle n\rangle N_s,\qquad \langle n\rangle=\frac{\int nN\,dx}{\int N\,dx}.$$

The average is taken over the centres. Solving the Poisson and rate equations together, from the same initial state and for 10 s at each gate voltage, gives:

| $V_G$ (V) | $\langle n\rangle$ (cm⁻³) | $c\langle n\rangle$ (s⁻¹) | fraction left |
|---|---|---|---|
| −2.5 | $1.4\times10^{8}$ | $4\times10^{-12}$ | 1.000 |
| 0 | $2.46\times10^{17}$ | 0.0074 | 0.932 |
| 5 | $1.56\times10^{18}$ | 0.047 | 0.681 |
| 10 | $3.15\times10^{18}$ | 0.095 | 0.546 |

The densities and rates are initial values. In terms of $-qZN_s/C_i$, 10 s at +10 V leaves a shift of −1.01 V, and 10 s at 0 V leaves −1.73 V.

**Q:** So the gain depends on what I compare with?

**A:** Strongly. Against a grounded gate, the initial rate rises by $3.15\times10^{18}/2.46\times10^{17}=12.8$. Against a gate held at −2.5 V, the ratio exceeds $10^{10}$, because that bias empties the film. I would not use the second ratio as a prediction: any other recovery path faster than $4\times10^{-12}$ s⁻¹ would set the real rate at that bias. The sound conclusion is that capture of mobile electrons is practically stopped in a depleted film and restarts when electrons return.

**Q:** At +10 V the initial rate is 0.095 s⁻¹. After 10 s I expect $e^{-0.945}=0.39$ left, but you have 0.55.

**A:** That estimate gives every centre the average electron density. The local values under the pulse are very unequal:

| depth (nm) | $n$ at 0 V (cm⁻³) | $n$ at +10 V (cm⁻³) | fraction left |
|---|---|---|---|
| 1 | $3.1\times10^{17}$ | $6.2\times10^{18}$ | 0.172 |
| 5 | $2.4\times10^{17}$ | $1.1\times10^{18}$ | 0.736 |
| 15 | $1.0\times10^{17}$ | $1.8\times10^{17}$ | 0.948 |

The densities are again initial values, and the last column is after the 10 s pulse. At 1 nm, the initial density held constant would leave $\exp[-(3\times10^{-20})(6.18\times10^{18})(10)]=0.157$. The solved value is slightly larger because $n$ falls as the positive centres disappear.

The slowing follows from the rate equation even if $n(x)$ is held fixed. Differentiate the average, using $\dot N=-cnN$ in numerator and denominator:

$$\frac{d\langle n\rangle}{dt}=-c\langle n^2\rangle+c\langle n\rangle^2=-c\left(\langle n^2\rangle-\langle n\rangle^2\right)\le0 .$$

The bracket is a variance. Centres in dense electron regions vanish first, and the survivors sit where electrons are scarcer.

**Q:** Why doesn't a stronger pulse fill the back of the film as well?

**A:** Because the accumulated electrons screen the gate. Consider a simpler case: a thick film without centres, with nondegenerate electrons, so $n=N_ce^{u/V_T}$, where $V_T=k_BT/q$ and $N_c$ is the effective density of states. Try

$$n(x)=\frac{2\varepsilon V_T}{q(x+\ell)^2}.$$

Then $u=-2V_T\ln(x+\ell)+\text{constant}$, and $\varepsilon u''=2\varepsilon V_T/(x+\ell)^2=qn$, as required. Integrating $n$ over all $x>0$ gives $n_s=2\varepsilon V_T/(q\ell)$, which fixes $\ell$. For the pulse value $n_s=2.54\times10^{12}$ cm⁻², $\ell$ is about 1.1 nm.

There are two limits. At the surface,

$$n(0)=\frac{q\,n_s^2}{2\varepsilon V_T},$$

so the local density grows faster than the sheet density. At depths $x\gg\ell$, $n\approx2\varepsilon V_T/(qx^2)$, which no longer depends on the gate voltage. The example has centres, a finite thickness and a somewhat degenerate surface, so these are guides to its behaviour and not its solution.

The location of the centres therefore matters. With equal $N_s$, the initial gain of +10 V over 0 V is 12.8 for the interface profile, 6.1 for a uniform distribution, and 1.4 when the 5 nm profile is placed at the back surface. The sheet density alone cannot tell you the gain.

**Q:** With the gate grounded, my recovery gets slower and slower. Does this model do that?

**A:** Yes, since recovery removes the positive charge that keeps electrons in the film. The uniform distribution shows it in closed form. If the electrons are nearly uniform too, $n=g+ZN$, where $g=C_i(V_G-u_s)/(qd)$ is the mean density induced by the gate. Treat $g$ as constant:

$$\frac{dN}{dt}=-cN(g+ZN).$$

Separate the variables using

$$\frac{1}{N(g+ZN)}=\frac1g\left(\frac1N-\frac{Z}{g+ZN}\right).$$

Integration from $N_0$ to $N$ gives

$$\ln\frac{N}{g+ZN}-\ln\frac{N_0}{g+ZN_0}=-cgt .$$

Exponentiate and collect the terms in $N$:

$$N\left[g+ZN_0(1-e^{-cgt})\right]=gN_0e^{-cgt},$$

$$N(t)=\frac{gN_0e^{-cgt}}{g+ZN_0(1-e^{-cgt})}\ \xrightarrow{\,g\to0\,}\ \frac{N_0}{1+cZN_0t}.$$

The limit follows from $1-e^{-cgt}\approx cgt$. It is a slow algebraic decay, although each centre still obeys a law linear in $n$. It lasts only while $cgt\ll1$; later the decay becomes exponential, at the rate $cg$.

Here $N_0=N_s/d=6.65\times10^{16}$ cm⁻³, so $cZN_0=0.0040$ s⁻¹, and after 300 s the limiting formula leaves $1/(1+1.20)=0.455$. Keeping the small $g$, initially about $6.5\times10^{15}$ cm⁻³, gives 0.436, and the full solution gives 0.434. The agreement fades with time because $g$ grows as the centres disappear: at 3000 s the three values are 0.077, 0.056 and 0.047. I would not use this formula for the +10 V pulse, because the electrons are then far from uniform.

**Q:** Does the advantage survive after the pulse?

**A:** Return to the interface profile and compare at 100 s. A 10 s pulse followed by 90 s at 0 V leaves 0.426 of the centres; 100 s at 0 V leaves 0.595. The shifts are −0.79 V and −1.10 V. The lead was larger at 10 s, 0.546 against 0.932. After the pulse there are fewer positive centres to hold electrons, and the remaining ones lie deeper, so grounded recovery proceeds more slowly from there. If the bias is instead maintained until half the centres are gone, it takes 12 s at +10 V and 150 s at 0 V.

**Q:** Which neglected effects could change the factor of 12.8?

**A:** Several, and I add them one at a time; their factors should not be multiplied.

First, the barrier. I assumed that the lattice supplies $E_b$. If the electron must carry it, only electrons far above the conduction edge count. Their occupation is $e^{-(E-E_F)/k_BT}$, so the rate follows $N_ce^{u/V_T}$ instead of $n$. The two agree for nondegenerate electrons, but in a degenerate layer the exclusion principle makes $n$ the smaller. The initial rate is then multiplied by 1.62 in the pulse and 1.02 at 0 V, which raises the gain to about 20. In that case strict proportionality to $n$ fails.

Second, band tails. With a rough tail of $10^{20}$ cm⁻³eV⁻¹ at the edge, decaying over 0.02 eV, and trapped electrons unable to recombine with the centres, the factors are 0.72 and 0.47. The gain again becomes about 20, because trapping removes a larger share of the electrons at 0 V.

Third, quantum confinement pushes electrons away from the insulator. Subbands computed in the classical potential give factors 0.62 and 0.74, hence a gain of about 11. This overstates the change, because the potential is held fixed. When it readjusts to the displaced electrons, it draws them back towards the insulator, most strongly in the pulse. Both initial rates then lie a little over a fifth below their classical values, and the gain stays close to 12.8. The estimate also uses an effective mass and ignores disorder.

Temperature is a serious confounder. For $E_b=0.70$ eV and fixed $\sigma v$, going from 300 to 320 K multiplies $c$ by 5.5. If the pulse heats the channel, part of the speed-up is thermal.

**Q:** How does all this stand beside a real indium gallium zinc oxide transistor?

**A:** The thicknesses, mass, permittivity and tail are rough values in that material's regime. The capture coefficient and centre profile are choices, and the microscopic identity of the centres is not settled by this model. Real films have band tails, which in the estimate above cut the grounded rate to about half. Persistence for hours is known in such oxides, much longer than the 150 s here. A smaller $c$ can account for that: $c$ and $t$ enter only as the product $ct$, so a coefficient 100 times smaller turns 150 s into about 4 hours and 12 s into about 20 minutes. It leaves their ratio unchanged. Thus if your device keeps its shift for hours with a grounded gate but resets in milliseconds under a pulse, a density gain of 10 to 20 cannot explain it. That gain, however, belongs to a film that still holds electrons at 0 V. If your stressed device still turns on only at positive gate voltage, so that mobile electrons first appear there, the grounded film is depleted and the density gain can be far larger. A positive threshold read at a fixed sheet density or by linear extrapolation does not show this. The example reaches $n_s=10^{12}$ cm⁻² only at about +2.8 V yet holds $4\times10^{11}$ cm⁻² at 0 V, and band tails push an extrapolated threshold to more positive values. Between these cases the gain rises steadily as the grounded film empties. If the grounded film conducts well, you would need a further mechanism, such as a barrier lowered by the pulse.

**Q:** What should I measure to see whether electron density is responsible?

**A:** Prepare the same stressed state each time, hold the temperature fixed, and use pulses short enough that only a small fraction recovers. The initial rate should then follow $\langle n\rangle$, which from +5 to +10 V rises by a factor of 2.03 in this example, while $n_s$ rises by a factor of only 1.72. At fixed voltage, centres near the insulator should be nearly used up while many deeper ones remain, so the recovery should slow as the pulse is lengthened.

Apply the same pulses to an unstressed device as well. Electrons trapped in or near the insulator also move the threshold positively and could pass for recovery. The field in the oxide is 1.0 MV/cm at +10 V. For a 3 eV barrier and a tunnelling mass of 0.4 $m_e$, the tunnelling factor is about $e^{-226}$, so direct injection over that ideal barrier is negligible. That does not exclude trapping at defects close to the interface, which the control measurement would reveal.

The numerical output below lists the main computed values.

## Table of computed values

```
Temperature 300 K, thermal voltage 25.85 mV
Film 30 nm, insulator 100 nm
Relative permittivity: film 10, insulator 3.9
Effective mass 0.34 m_e, Nc 4.975e+18 cm^-3
Insulator capacitance 34.53 nF/cm^2
Capture coefficient 3.0e-20 cm^3/s, centre charge 2
Centres: peak 4.0e+17 cm^-3, decay 5 nm
Centre sheet density 1.995e+11 cm^-2
Threshold shift: formula -1.851 V
Threshold shift: solved -1.864 V
Random walk: electrons per site, capture rate per step / density
  0.0025  0.0494 (hit probability 0.05)
  0.0100  0.0486 (hit probability 0.05)
  0.0400  0.0479 (hit probability 0.05)
Two captures: slope dln(k)/dln(n) at c2*n/e1 = 0.01, 1, 100:
  1.990, 1.500, 1.010
Gate held 10 s: V, n_s cm^-2, <n> cm^-3, c<n> 1/s, left
   -2.5  6.310e+02  1.372e+08  4.117e-12  1.0000
    0.0  4.142e+11  2.462e+17  7.387e-03  0.9320
    5.0  1.475e+12  1.555e+18  4.665e-02  0.6810
   10.0  2.544e+12  3.151e+18  9.454e-02  0.5458
Shift left after pulse -1.010 V
Shift left after same time at 0 V -1.725 V
Depth nm, n at 0 V, n at pulse start (cm^-3), left after pulse
   1  3.117e+17  6.177e+18  0.1722
   5  2.368e+17  1.072e+18  0.7358
  15  1.038e+17  1.820e+17  0.9479
  25  6.724e+16  9.505e+16  0.9722
Initial rate gain, pulse over 0 V, by place of centres:
  interface 12.80, uniform 6.08, back 1.39
Half-recovery time at 0 V 150.3 s
Half-recovery time at 10 V 12.33 s
Left at 100 s: pulse then 0 V 0.4258
Left at 100 s: 0 V throughout 0.5948
Uniform film, 0 V, 300 s: solved 0.4340
Uniform film, 0 V, 300 s: formula 0.4362
Mesh 160 to 320 nodes: shift of fraction left 5.8e-07
Neglected effects (factor on initial rate: pulse, 0 V)
  barrier carried by electron 1.62, 1.02
  band-tail trapping 0.72, 0.47
  quantum confinement 0.62, 0.74
Barrier implied by cross-section 1e-15 cm^2: 0.702 eV
Rate factor for 320 K instead of 300 K 5.46
Re-ionization, 1.5 eV and 1e12 1/s: 6.3e-14 1/s
Insulator field in pulse 0.995 MV/cm
Tunnelling exponent, 3 eV and 0.4 m_e: 226
Channel filling, 10 um and 10 cm2/Vs: 10 ns
```
